Electronic Energy Loss Omitted by an Impact-Parameter Cutoff in Ion Transport

**Problem**

An ion of energy E crosses a target with N atoms per unit volume. In the Oen-Robinson model, each encounter with an atom costs the ion the electronic energy

Q = [c²/(2πa²)] S_e(E) exp(−c R₀/a), c = 0.3.

Here R₀ is the distance of closest approach, a is the screening length of the interatomic potential, and S_e is the electronic stopping cross-section per atom, so that N S_e is an energy loss per unit path. Suppose that a transport calculation replaces R₀ by the impact parameter p, the distance at which the undeflected path would pass the atom, and ignores every atom with p > pmax.

(a) With R₀ replaced by p, show that in a random target the cutoff omits the fraction (1+x) exp(−x) of S_e, where x = 0.3 pmax/a.

(b) Find the limits of small and large x, and the cutoff that gives a prescribed omission.

(c) A Monte Carlo code gives the ion one collision partner per free flight λ. Show that its mean electronic loss is too small by this fraction, find pmax for λ = N^(−1/3), and compare possible remedies.

(d) Evaluate the omission for 50 keV nitrogen entering iron.

(e) Restore the true R₀. What happens to the result?

(f) How do the choice of screening length, the nuclear energy loss and the crystal structure of iron affect the conclusions?

**Solution**

**(a) The omitted fraction**

In a random target, atoms are distributed uniformly over the plane perpendicular to the path. The number met per unit path with impact parameter between p and p+dp is therefore N times the ring area 2πp dp. Each costs the energy Q(p), so the loss per unit path is

N ∫ 2πp Q(p) dp.

The integral is the stopping cross-section that the kernel delivers. The ion energy is held fixed here, because S_e is defined at a given energy E. Inserting the kernel with R₀ = p gives

2πp Q(p) dp = S_e (c²/a²) p exp(−cp/a) dp.

The factor 2π has cancelled. Let y = cp/a, so that p = ay/c and dp = (a/c) dy. Then p dp = (a²/c²) y dy, which removes the remaining prefactor:

2πp Q(p) dp = S_e y exp(−y) dy.

The atoms beyond the cutoff have y > x, with x = c pmax/a. Their share of S_e is

f = ∫ₓ^∞ y exp(−y) dy.

Integrate by parts, using −exp(−y) as the antiderivative of exp(−y):

f = [−y exp(−y)]ₓ^∞ + ∫ₓ^∞ exp(−y) dy.

The first term vanishes at infinity and gives x exp(−x) at the lower limit. The second gives exp(−x). Hence

f = (1 + x) exp(−x),

as was to be shown. Setting x = 0 gives f = 1: without a cutoff the kernel returns the whole of S_e, which is the purpose of its prefactor. The retained fraction is 1 − f.

The cross-section S_e has dropped out. The fraction therefore depends on energy only if pmax is made to depend on energy. It refers to electronic stopping alone, not to the total energy loss.

**(b) Limits and choice of cutoff**

Differentiating the product gives

df/dx = exp(−x) − (1+x) exp(−x) = −x exp(−x).

This is negative for x > 0, so a larger cutoff omits less. For small x, expand the exponential:

f = (1+x)(1 − x + x²/2 − …) = 1 − x²/2 + O(x³).

The linear terms cancel. The retained part x²/2 has a direct meaning: it is the disc area π pmax² times the central value Q(0)/S_e = c²/(2πa²). The kernel falls most steeply at its centre, but across a small enough disc it still hardly changes from its central value.

For large x, f approaches x exp(−x). The factor x comes from the growing circumference of the rings. Distant encounters are individually weak, but there are many of them, so exp(−x) alone underestimates the omission by the factor 1+x.

To find x for a prescribed f, multiply f = (1+x) exp(−x) by −1/e and define w = −(1+x):

w exp(w) = −f/e.

The solution is a Lambert function. Since x > 0 requires w < −1, the branch is W₋₁:

x = −1 − W₋₁(−f/e).

The logarithm of the original equation gives a form suited to hand calculation:

x = ln(1/f) + ln(1+x).

Repeated substitution converges near the positive root, because the derivative of the right side, 1/(1+x), is less than one. For f = 0.01, starting from x = 6, the successive values are 6.55, 6.63 and 6.64. The numerical solution is 6.638.

**(c) One partner per free flight**

The code chooses p uniformly over a disc of radius pmax, so the probability of the interval dp is 2p dp/pmax². The mean loss per collision is

⟨Q⟩ = ∫₀^pmax Q(p) (2p/pmax²) dp = S_e (1−f)/(π pmax²),

where the last step uses part (a). For the collision rate to match the density, the cylinder swept in one flight must contain one atom on average:

N π pmax² λ = 1.

Dividing ⟨Q⟩ by λ and using this condition gives

⟨Q⟩/λ = N S_e (1−f).

The correct number of collisions therefore does not repair the loss. The condition fixes how many atoms are met inside the disc, while the missing energy belongs to atoms outside it.

For λ = N^(−1/3), the condition becomes π pmax² = N^(−2/3), so

pmax = N^(−1/3)/√π.

With a held fixed, a denser target has a smaller pmax and a larger omission.

As long as R₀ is replaced by p, three remedies restore the mean loss in a random target, the third only to a chosen accuracy.

1. Divide the kernel by 1−f. This puts the missing energy into close collisions, each of which becomes too costly by the factor 1/(1−f).

2. Keep the kernel and add a continuous drag f N S_e along the flight. Close collisions keep their original loss, but the added part no longer depends on where the atoms are.

3. Enlarge pmax. The number of encounters per unit path, N π pmax², then grows as the square of the cutoff.

**(d) Nitrogen into iron**

Take bcc iron with the rough lattice parameter d = 0.287 nm and two atoms per cubic cell:

N = 2/d³ = 84.60 nm⁻³.

The flight length is N^(−1/3) = 0.2278 nm, and the cutoff is

pmax = 0.2278 nm/√π = 0.1285 nm.

For the screening length use Firsov's expression, with a_B = 0.05292 nm the Bohr radius, Z₁ = 7 and Z₂ = 26:

a = 0.8853 a_B/(√Z₁ + √Z₂)^(2/3)
= 0.04685 nm/3.914
= 0.01197 nm.

The cutoff parameter is then

x = 0.3 × 0.1285/0.01197 ≈ 3.22,

and the omitted fraction is

f = (1 + 3.2214) × 0.03990 = 0.168.

About 17 % of the electronic stopping is missing. The third digit depends on the lattice parameter: d = 0.28665 nm gives 0.169. An independent estimate used three million atoms placed at random around a straight path and added up the losses beyond pmax. It gave 0.1681 ± 0.0004, in agreement with f = 0.1684. One million simulated free flights gave the retained fraction 0.8317 ± 0.0008, against 0.8316 from the formula.

To turn the fraction into an energy, a value of S_e is needed. The Lindhard-Scharff model gives

S_e = 8π e² a_B Z₁^(7/6) Z₂ (Z₁^(2/3) + Z₂^(2/3))^(−3/2) (v/v_B),

where e² denotes the squared charge divided by 4πε₀, v is the ion speed and v_B is the Bohr speed. At 50 keV, v/v_B = 0.379 and S_e = 4.17 eV nm². Therefore

N S_e = 84.60 × 4.171 = 353 eV/nm,

f N S_e = 0.1684 × 352.9 = 59 eV/nm.

The cutoff leaves 293 eV/nm. A head-on encounter costs 417 eV in this kernel, and one at the cutoff costs 417 × 0.0399 = 17 eV. The small loss at the edge does not make the tail negligible, because the number of atoms in a ring grows with p.

Renormalising the kernel would raise every retained loss by the factor 1/(1−f) = 1.20. Reducing the omission to 1 % by a larger disc would instead need

pmax = 6.638 × 0.01197 nm/0.3 = 0.265 nm,

and (6.638/3.221)² = 4.25 times as many encounters per unit path.

**(e) The true distance of closest approach**

The replacement of R₀ by p is a condition of the result. To see its effect, let E_c = E M₂/(M₁+M₂) be the energy of relative motion, with M₁ and M₂ the ion and atom masses. At closest approach the radial velocity is zero. Conservation of angular momentum makes the remaining kinetic energy E_c p²/R₀², so energy conservation reads

E_c = E_c p²/R₀² + V(R₀).

Write the screened repulsion as V(R) = Z₁Z₂e² φ(R/a)/R, and define b = Z₁Z₂e²/E_c. Multiplication by R₀²/E_c gives

p² = R₀² − b R₀ φ(R₀/a).

Since φ > 0, R₀ exceeds p. The exponential is therefore smaller than before, and the untruncated kernel delivers less than S_e.

Its total share follows by changing the variable from p to R = R₀. Let h(R) = R² − bRφ(R/a), so that 2p dp = h′(R) dR. Then

G = (c²/2a²) ∫ h′(R) exp(−cR/a) dR,

where the integral starts at the head-on distance R_min. There h = 0, and at infinity the exponential removes the boundary term. Integration by parts gives

G = (c³/2a³) ∫ h(R) exp(−cR/a) dR.

At high energy b is small, and so is R_min, which cannot exceed b. Replacing the lower limit by zero changes G only at order b³. The R² part of h then gives one, because ∫₀^∞ R² exp(−cR/a) dR = 2a³/c³. The rest is the leading correction:

G ≈ 1 − (c³b/2a³) ∫₀^∞ R φ(R/a) exp(−cR/a) dR.

For the Molière screening function,

φ(r) = 0.35 exp(−0.3r) + 0.55 exp(−1.2r) + 0.10 exp(−6r),

each term contributes its weight times a²/(k+c)², where k is its decay rate. The sum of weight/(k+c)² is 0.972 + 0.244 + 0.003 = 1.219, so

G ≈ 1 − 0.0135 × 1.219 b/a = 1 − 0.0165 b/a.

Because b is proportional to 1/E, the deficit falls as 1/E in this limit.

The full calculation for nitrogen in iron gives G = 0.991 at 50 keV and 0.771 at 1 keV. Scaling the 50 keV deficit of 0.0089 by 50 would predict 0.445 at 1 keV, whereas the calculated deficit is 0.229. The leading correction is thus no longer adequate at 1 keV.

The tail changes much less. For a weak distant encounter, the closest-approach equation gives R₀ ≈ p + bφ(p/a)/2. At the cutoff only the slowest Molière term matters, and its rate is the same 0.3, so φ ≈ 0.35 × 0.0399 = 0.014. The part beyond pmax is 0.1683 S_e at 50 keV and 0.1644 S_e at 1 keV.

The answer now depends on the reference. Relative to the kernel's own total, the omission is 0.1699 at 50 keV but 0.1644/0.7709 = 0.213 at 1 keV. At 50 keV the closed formula is good to about 1 % of its value with either reference. At 1 keV it still describes the tail relative to S_e to within about 3 %, but it does not describe the share of the smaller total. For the same reason the remedies of part (c) no longer restore S_e at low energy. Dividing the truncated kernel by 1−f gives 0.989 S_e at 50 keV, but only (0.7709 − 0.1644)/0.8316 = 0.73 S_e at 1 keV.

**(f) Sensitivity and the real target**

**Screening length.** At fixed pmax, x varies as 1/a, so dx = −x da/a. With df/dx = −x exp(−x), a small change in a gives

df = x² exp(−x) da/a.

Here x² exp(−x) = 0.414, so a 10 % increase in a raises f by about 0.04. Lindhard's screening length, 0.0133 nm, gives f = 0.214. The universal screening length, 0.0127 nm, gives 0.195. These values keep the coefficient 0.3 and change a alone. Across the three screening lengths f runs from 0.17 to 0.21, so this choice alone can change it by about a quarter.

**Nuclear energy loss.** The ion also loses energy by setting atoms in motion. Molière scattering gives a nuclear stopping of 180 eV/nm at 50 keV; the universal stopping fit gives 186 eV/nm, so the value is uncertain by a few per cent. The missing 59 eV/nm is therefore 59.4/(352.9 + 180.3) = 11 % of the total stopping at that energy.

At 50 keV the same cutoff omits only about 0.02 % of the nuclear stopping. In a distant collision the sideways impulse is proportional to the weak force, and the energy given to the atom is proportional to the impulse squared. Far out, its tail therefore decays with twice the exponential rate of the electronic kernel, 0.6/a against 0.3/a, and near the cutoff somewhat faster, about 0.7/a. A cutoff that is ample for scattering can be too small for electronic loss. The omitted nuclear share grows as the ion slows, however, and reaches about 8 % at 100 eV.

The path length for slowing from 50 keV to 100 eV is

L = ∫ dE/[N(S_n + S_e)],

where S_n is the nuclear stopping cross-section. With complete electronic stopping L = 113 nm. With S_e replaced by (1−f)S_e and S_n unchanged, L = 123 nm, about 9 % longer. The increase must lie below the factor 1/(1−f) = 1.20, because nuclear stopping is held fixed in this comparison. Using the true R₀ of part (e) in the kernel shifts the two lengths to 115 and 125 nm, and the universal nuclear stopping fit shifts them to 114 and 124 nm; the increase stays near 9 %. These are lengths along a bent path, not implantation depths.

**Crystal order.** Along a <100> direction of bcc iron, atoms form parallel strings with one atom per length d. The centre of the channel between four strings lies d/2 = 0.1435 nm from each. Since N = 2/d³, the cutoff of part (c) is

pmax = d/(2^(1/3) √π) = 0.448 d,

which is less than d/2. If the atoms rest exactly on their lattice sites, an ion moving along the centre therefore has no atom within the cutoff, and the truncated kernel gives it no electronic loss at all.

Without truncation, each string costs Q(d/2)/d per unit path. Relative to N S_e, the four nearest strings contribute

4 × 100 nm⁻² × exp(−0.3 × 0.1435/0.01197)/(0.287 nm × 84.60 nm⁻³) = 0.45.

Here 100 nm⁻² is Q(0)/S_e = 417.1/4.171. Including the more distant strings raises the sum to 0.463. When the untruncated loss is averaged over all positions in the channel cell, it returns the random-target value, with a computed ratio of 1.0000. The random result is thus an average, which a channelled ion does not sample.

This separates the remedies. Renormalisation leaves zero loss at the channel centre, because it multiplies zero. Continuous drag gives 0.168 of the random loss there, still below the 0.463 of the full kernel. For channelled ions, the distant atoms have to be included explicitly if this kernel is to be followed.

**The real process.** Nitrogen implantation at tens of keV is used to harden steel surfaces, and 50 keV lies in that regime. The example uses pure iron, whereas steel contains alloying elements and a high dose adds nitrogen; neither change has been sized here. Steel is also made of crystal grains, so the random-target assumption fails for ions that enter channels. In the extreme case just calculated, the omission is the whole electronic loss instead of 17 % of it. That case covers only about 2 % of the area of the <100> channel. Averaged over positions more than 0.10 nm from every string, the omission is about 0.39, and along <110> no position lies outside the cutoff. Thermal expansion hardly changes the random-target result: with a rough expansion coefficient of 1.2 × 10⁻⁵ K⁻¹, a target 300 K hotter has f = 0.167 instead of 0.168. Thermal vibration, which displaces atoms towards and away from the channel centre, has not been included. It can bring an atom inside the cutoff now and then, so the truncated loss at the centre is exactly zero only for atoms at rest on their sites.

The Lindhard-Scharff value is a model estimate. Its proportionality to speed is meant for ions well below the Thomas-Fermi speed Z₁^(2/3)v_B, and here the ratio is 0.10. An error in S_e would rescale the missing 59 eV/nm and alter the path lengths, but it would leave f unchanged. Further digits of most quoted values are in the numerical output.

Numbers as computed

```
Ion N: Z1 = 7, mass = 14.003 u
Target Fe: Z2 = 26, mass = 55.845 u
Ion energy = 50 keV
Lattice parameter (rough) = 0.287 nm
Atomic density N = 84.60 nm^-3
Firsov screening length a = 0.01197 nm
Free flight N^(-1/3) = 0.2278 nm
Cutoff pmax = 0.1285 nm
x = 0.3 pmax/a = 3.2214
exp(-x) = 0.03990
Omitted fraction f = 0.1684
f from random atoms = 0.1681 +- 0.0004
1-f = 0.8316
1-f from free flights = 0.8317 +- 0.0008
S_e (Lindhard-Scharff) = 4.171 eV nm^2
Electronic stopping N S_e = 352.9 eV/nm
Retained stopping = 293.4 eV/nm
Omitted stopping = 59.4 eV/nm
Q at p = 0: 417.1 eV
Q at p = pmax: 16.64 eV
Renormalising factor 1/(1-f) = 1.2025
x for f = 0.01: 6.6384
pmax for f = 0.01: 0.2648 nm
Collision-rate factor for that pmax = 4.25
True R0, 50 keV: total/S_e = 0.9911
True R0, 50 keV: part beyond pmax/S_e = 0.1683
True R0, 50 keV: omitted share of own total = 0.1699
True R0, 1 keV: total/S_e = 0.7709
True R0, 1 keV: part beyond pmax/S_e = 0.1644
True R0, 1 keV: omitted share of own total = 0.2132
Lindhard a = 0.01329 nm, f = 0.2143
Universal a = 0.01273 nm, f = 0.1949
Nuclear stopping N S_n = 180.3 eV/nm
Nuclear fraction beyond pmax = 1.86e-04
Path length ends at = 100 eV
Path length, full S_e = 113.3 nm
Path length, truncated S_e = 123.4 nm
Path length increase = 8.8 %
Ion speed/Bohr speed = 0.379
Ion speed/Thomas-Fermi speed = 0.104
Thermal expansion (rough) = 1.2e-05 per K
f for a target 300 K hotter = 0.1669
<100> channel: nearest string = 0.1435 nm
Channel centre loss/random loss = 0.463
Same with cutoff pmax = 0.000
Cell average of loss/random loss = 1.0000
```
